# Local thermionic swing of a transistor source with a band end: a program that tests the result

```python
"""
Local thermionic swing of a source whose band ends above a channel barrier.
Result under test:
    S = ln(10) (kT/q) [1 - exp(-x)],   x = (E_top - E_barrier)/kT
for a constant density of current-carrying modes, Boltzmann occupation,
elastic transport, a fixed band end and a gate that moves the barrier 1:1.
Energies are in eV from the source Fermi level; lengths are in nm unless
marked otherwise. Each swing is also found by quadrature of the current and
a finite difference in barrier energy. The corrections use rough model values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import expit, gamma, gammainc

q, h, hbar = const.e, const.h, const.hbar
LN10 = np.log(10.0)
temperature = 300.0
kT = const.k * temperature / q
band_top = 0.30
barrier = band_top - kT
modes_per_nm = 0.5
mass_ratio = 0.5
valleys = 2
length = 12.0
screening = 2.0
drain_bias = 0.5
tail = 0.010
source_gap = 0.30
hot_temperature = 358.0


def integral(func, *edges):
    """Sum of adaptive integrals over neighbouring energy intervals."""
    return sum(quad(func, a, b, epsabs=0, epsrel=1e-10, limit=200)[0]
               for a, b in zip(edges[:-1], edges[1:]))


def swing(current, energy, step=1e-5):
    """Gate swing in mV/decade from a numerical slope of ln(current)."""
    slope = (np.log(current(energy + step))
             - np.log(current(energy - step))) / (2 * step)
    return -1e3 * LN10 / slope


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


def boltz(energy):
    return np.exp(-energy / kT)


def sharp_current(eb):
    return integral(boltz, eb, band_top)


# Main law at several distances between barrier and band end
for x in (0.1, 0.5, 1.0, 2.0, 5.0):
    formula = 1e3 * LN10 * kT * (1 - np.exp(-x))
    assert close(swing(sharp_current, band_top - x * kT), formula, 1e-4)
S_formula = 1e3 * LN10 * kT * (1 - np.exp(-1.0))
S_numeric = swing(sharp_current, barrier)
assert abs(S_numeric - 38.0) < 0.5

# Ordinary limit, small-window limit, and a band end moving with the barrier
S_ordinary = 1e3 * LN10 * kT
S_endless = swing(lambda eb: integral(boltz, eb, eb + 0.1, eb + 1.0), barrier)
S_moving = swing(lambda eb: integral(boltz, eb, eb + kT), barrier)
assert close(S_endless, S_ordinary, 1e-4)
assert close(S_moving, S_ordinary, 1e-4)
small_window = 0.02 * kT
S_small = swing(sharp_current, band_top - small_window, 1e-6)
assert close(S_small, 1e3 * LN10 * small_window, 0.015)

# Absolute current: A/m is numerically equal to uA/um
prefactor = 2 * q**2 / h * modes_per_nm * 1e9
current_quad = prefactor * sharp_current(barrier)
current_formula = prefactor * kT * boltz(barrier) * (1 - np.exp(-1.0))
assert close(current_quad, current_formula, 1e-8)

# Gate voltage for a full tenfold change of current
I0 = sharp_current(barrier)
down = brentq(lambda v: sharp_current(barrier + v) / I0 - 0.1,
              0, 0.99 * kT)
up = brentq(lambda v: sharp_current(barrier - v) / I0 - 10,
            0, 4 * kT)
assert close(down, kT * (1 - np.log(1 + (np.e - 1) / 10)), 1e-7)
assert close(up, kT * (np.log(1 + 10 * (np.e - 1)) - 1), 1e-7)


# Exponential tail beyond the band end
def tail_weight(energy):
    return np.exp(-energy / kT - (energy - band_top) / tail)


def tail_current(eb):
    return sharp_current(eb) + integral(tail_weight, band_top, band_top + 0.3)


S_tail = swing(tail_current, barrier)
tail_formula = 1e3 * LN10 * kT * (1 - np.exp(-1.0) * kT / (kT + tail))
assert close(S_tail, tail_formula, 1e-4)

# Channel-limited two-dimensional modes
mass = mass_ratio * const.m_e
mode_scale = valleys * np.sqrt(2 * mass * q) / (np.pi * hbar)


def channel_current(eb):
    return integral(lambda e: np.sqrt(max(e - eb, 0)) * boltz(e),
                    eb, band_top)


S_channel = swing(channel_current, barrier)
lower_gamma = gamma(1.5) * gammainc(1.5, 1.0)
channel_formula = S_ordinary / (1 + np.exp(-1.0) / lower_gamma)
assert close(S_channel, channel_formula, 1e-4)
I_channel = 2 * q**2 / h * mode_scale * channel_current(barrier)

# Parabolic barrier: transmission law against a direct wave solution
omega = np.sqrt(8 * barrier * q / mass) / (length * 1e-9)
hw = hbar * omega / q
wave_factor = 2 * mass * q * 1e-18 / hbar**2


def transmission(energy, eb):
    return expit(2 * np.pi * (energy - eb) / hw)


def wave_transmission(energy):
    def potential(z):
        return barrier * (1 - (2 * z / length)**2)

    k_out = np.sqrt(wave_factor * (energy - potential(length)))

    def rhs(z, y):
        return [y[1], -wave_factor * (energy - potential(z)) * y[0]]

    sol = solve_ivp(rhs, (length, -length), [1 + 0j, 1j * k_out],
                    method="DOP853", rtol=1e-8, atol=1e-10)
    assert sol.success
    psi, dpsi = sol.y[:, -1]
    incident = 0.5 * (psi + dpsi / (1j * k_out))
    return 1 / abs(incident)**2


# The finite outer wells cause small extra reflections, hence 0.02
wave_errors = []
for offset in (-0.02, 0.0, 0.02):
    energy = barrier + offset
    wave_errors.append(abs(wave_transmission(energy)
                           - transmission(energy, barrier)))
assert max(wave_errors) < 0.02


def parabolic_current(eb):
    return integral(lambda e: boltz(e) * transmission(e, eb),
                    0, eb, band_top)


S_tunnel = swing(parabolic_current, barrier)
below = integral(lambda e: boltz(e) * transmission(e, barrier), 0, barrier)
below_fraction = below / parabolic_current(barrier)
assert S_tunnel > S_numeric

# Gate efficiency from a finite-difference electrostatic solution
points = 1201
grid = np.linspace(-length / 2, length / 2, points)
dz = grid[1] - grid[0]
bands = np.zeros((3, points - 2))
bands[0, 1:] = -1 / dz**2
bands[1] = 2 / dz**2 + 1 / screening**2
bands[2, :-1] = -1 / dz**2
response = solve_banded((1, 1), bands,
                        np.full(points - 2, 1 / screening**2))
efficiency = response[(points - 2) // 2]
assert close(efficiency, 1 - 1 / np.cosh(length / (2 * screening)), 1e-4)
S_gate = S_numeric / efficiency

# The parabola with equal height and length lies below the screened profile
profile = response / efficiency
parabola = 1 - (2 * grid[1:-1] / length)**2
assert np.all(profile >= parabola - 1e-5)


# Fermi occupation and drain return
def fermi_current(eb):
    return integral(lambda e: expit(-e / kT), eb, band_top)


def biased_current(eb, bias=drain_bias):
    return integral(lambda e: expit(-e / kT) - expit(-(e + bias) / kT),
                    eb, band_top)


S_fermi = swing(fermi_current, barrier)
S_drain = swing(biased_current, barrier)
assert close(S_fermi, S_numeric, 1e-3)
assert close(S_drain, S_numeric, 1e-3)


# A second source band above a gap
def two_band_current(eb):
    start = band_top + source_gap
    return sharp_current(eb) + integral(boltz, start, start + 0.2, start + 1)


S_second = swing(two_band_current, barrier)
assert close(S_second, S_numeric, 1e-3)

# Hot operation at unchanged band energies
kT_hot = const.k * hot_temperature / q
S_hot = swing(lambda eb: integral(lambda e: np.exp(-e / kT_hot),
                                  eb, band_top), barrier)
hot_x = (band_top - barrier) / kT_hot
assert close(S_hot, 1e3 * LN10 * kT_hot * (1 - np.exp(-hot_x)), 1e-4)


# Tail, parabolic barrier and finite gate efficiency together
def combined_current(eb):
    return parabolic_current(eb) + integral(
        lambda e: tail_weight(e) * transmission(e, eb),
        band_top, band_top + 0.3)


S_combined = swing(combined_current, barrier) / efficiency
assert S_combined > max(S_tail, S_tunnel, S_gate)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Temperature", temperature, "K")
show("Thermal energy kT", 1e3 * kT, "meV")
show("Band end above Fermi level", band_top, "eV")
show("Barrier above Fermi level", barrier, "eV")
show("Constant mode density M0", modes_per_nm, "1/nm")
show("Effective mass / electron mass", mass_ratio)
show("Number of valleys", valleys)
show("Channel length", length, "nm")
show("Electrostatic length", screening, "nm")
show("Drain bias", drain_bias, "V")
show("Mean lateral field", drain_bias / length * 10, "MV/cm")
show("Band-tail decay energy", 1e3 * tail, "meV")
show("Gap above source band", source_gap, "eV")
show("Factor 1 - exp(-1)", 1 - np.exp(-1.0))
show("Ordinary thermionic swing", S_ordinary, "mV/decade")
show("Local swing, formula", S_formula, "mV/decade")
show("Local swing, numerical", S_numeric, "mV/decade")
show("Swing if band end moves with barrier", S_moving, "mV/decade")
show("Current, constant modes", 1e3 * current_quad, "nA/um")
show("Gate step for tenfold decrease", 1e3 * down, "mV")
show("Gate step for tenfold increase", 1e3 * up, "mV")
show("Swing with band tail", S_tail, "mV/decade")
show("Swing with channel-limited modes", S_channel, "mV/decade")
show("Current, channel-limited modes", 1e3 * I_channel, "nA/um")
show("Parabolic barrier hbar omega", 1e3 * hw, "meV")
show("Largest transmission-law error", max(wave_errors), digits=2)
show("Swing with parabolic barrier", S_tunnel, "mV/decade")
show("Current share below barrier", 100 * below_fraction, "%")
show("Gate efficiency", efficiency)
show("Swing with finite gate efficiency", S_gate, "mV/decade")
show("Fermi correction to swing", S_fermi - S_numeric, "mV/decade", 2)
show("Fermi plus drain correction", S_drain - S_numeric, "mV/decade", 2)
show("Second-band correction", S_second - S_numeric, "mV/decade", 2)
show("Hot operating temperature", hot_temperature, "K")
show("Swing at hot temperature", S_hot, "mV/decade")
show("Swing with tail, barrier and gate", S_combined, "mV/decade")
print("no test failed")
```

It prints:

```
Temperature: 300 K
Thermal energy kT: 25.85 meV
Band end above Fermi level: 0.3 eV
Barrier above Fermi level: 0.2741 eV
Constant mode density M0: 0.5 1/nm
Effective mass / electron mass: 0.5
Number of valleys: 2
Channel length: 12 nm
Electrostatic length: 2 nm
Drain bias: 0.5 V
Mean lateral field: 0.4167 MV/cm
Band-tail decay energy: 10 meV
Gap above source band: 0.3 eV
Factor 1 - exp(-1): 0.6321
Ordinary thermionic swing: 59.53 mV/decade
Local swing, formula: 37.63 mV/decade
Local swing, numerical: 37.63 mV/decade
Swing if band end moves with barrier: 59.53 mV/decade
Current, constant modes: 15.7 nA/um
Gate step for tenfold decrease: 21.75 mV
Gate step for tenfold increase: 49.13 mV
Swing with band tail: 43.74 mV/decade
Swing with channel-limited modes: 30.2 mV/decade
Current, channel-limited modes: 6.981 nA/um
Parabolic barrier hbar omega: 48.18 meV
Largest transmission-law error: 0.0032
Swing with parabolic barrier: 41.14 mV/decade
Current share below barrier: 39.2 %
Gate efficiency: 0.9007
Swing with finite gate efficiency: 41.78 mV/decade
Fermi correction to swing: 0.00029 mV/decade
Fermi plus drain correction: 0.00029 mV/decade
Second-band correction: 0.0002 mV/decade
Hot operating temperature: 358 K
Swing at hot temperature: 40.31 mV/decade
Swing with tail, barrier and gate: 51.2 mV/decade
no test failed
```
